# Low-Frequency Modes: Harmonic Entropy, Rates and Grimme's Free-Rotor Interpolation

**Q.** I computed a rate constant twice with slightly different numerical settings. The electronic barrier hardly moved, but one soft vibration of the transition state went from 10 to 30 cm⁻¹, and the rate changed noticeably. How can so small a vibrational quantum matter?

**A.** Because for a mode whose quantum is much smaller than the thermal energy, as yours is, the free energy depends on the logarithm of the frequency rather than on the frequency itself. To see this, treat the vibration as one independent harmonic mode with a real angular frequency \(\omega\). The reaction coordinate, whose frequency is imaginary, is excluded.

I use atomic units with \(\hbar=k_B=1\). Then \(T\) is the thermal energy, \(\omega\) is also the vibrational quantum, and entropy is a pure number in units of \(k_B\). Let \(x=\omega/T\). The levels, including the zero-point energy, are \(\omega(n+\tfrac12)\), so the partition function is a geometric series:

\[
Z=\sum_{n=0}^{\infty}e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\]

The last step multiplies numerator and denominator by \(e^{x/2}\). The free energy is

\[
F=-T\ln Z=T\ln\!\left[2\sinh(x/2)\right].
\]

With \(\beta=1/T\) and \(x=\beta\omega\), the mean energy is

\[
U=-\frac{\partial\ln Z}{\partial\beta}
=\frac{\partial}{\partial\beta}\ln\!\left[2\sinh(\beta\omega/2)\right]
=\frac{\omega}{2}\coth(x/2).
\]

The entropy follows from \(F=U-TS\). Writing \(U/T=x/2+x/(e^x-1)\) and \(F/T=x/2+\ln(1-e^{-x})\), the zero-point terms cancel:

\[
S=\frac{U-F}{T}=\frac{x}{e^x-1}-\ln(1-e^{-x}).
\]

**Q.** Where is the divergence in that expression?

**A.** Expand for \(x\ll1\). From \(\sinh y=y(1+y^2/6+\dots)\) with \(y=x/2\),

\[
\frac{F}{T}=\ln x+\ln\!\left(1+\frac{x^2}{24}+\dots\right)=\ln x+\frac{x^2}{24}+\dots
\]

From \(\coth y=1/y+y/3+\dots\),

\[
\frac{U}{T}=\frac{x}{2}\left(\frac{2}{x}+\frac{x}{6}+\dots\right)=1+\frac{x^2}{12}+\dots
\]

Subtracting the first from the second gives

\[
S=1-\ln x+\frac{x^2}{24}+\dots
\]

As \(\omega\to0\), the energy settles at \(T\), while the entropy grows as \(-\ln\omega\). The divergence of the free energy towards \(-\infty\) therefore comes entirely from the entropy.

**Q.** I follow the algebra, but what is the mode doing that gives it unlimited entropy?

**A.** It is spreading over an unlimited range of positions. The classical partition function shows this. For a coordinate \(q\) with fixed mass \(m\),

\[
Z_{\rm cl}=\frac{1}{2\pi}\int dp\,e^{-p^2/2mT}\int dq\,e^{-m\omega^2q^2/2T}
=\frac{1}{2\pi}\sqrt{2\pi mT}\,\sqrt{\frac{2\pi T}{m\omega^2}}=\frac{T}{\omega}.
\]

The momentum factor does not contain \(\omega\). The position factor grows as \(1/\omega\), because a weaker spring lets the same thermal energy carry the coordinate further. Entropy measures the logarithm of the accessible phase space, hence \(-\ln\omega\).

A real soft coordinate often has no such room. Take a torsion with moment of inertia \(I\) and rotational constant \(b=1/(2I)\). If its potential is approximated by \(\tfrac12I\omega^2\theta^2\), equipartition gives

\[
\langle\theta^2\rangle=\frac{T}{I\omega^2}=\frac{2bT}{\omega^2},\qquad
\theta_{\rm rms}=\frac{\sqrt{2bT}}{\omega}.
\]

As a model, choose \(b=10^{-4}\) eV and a temperature of 298.15 K, so that \(T=0.025693\) eV. The numerator is \(\sqrt{2\times10^{-4}\times0.025693}=0.002267\) eV. At 10 cm⁻¹ the quantum is 0.001240 eV, and the rms angle is 1.83 rad. At 1 cm⁻¹ it is 18.3 rad, nearly three full turns. But a torsion returns to the same geometry after \(2\pi\), so the harmonic formula is counting the same configurations repeatedly.

**Q.** Then what does the harmonic formula give for my change from 10 to 30 cm⁻¹?

**A.** Call the initial and final values \(x_1\) and \(x_2\). At fixed temperature,

\[
\Delta F=T\ln\frac{\sinh(x_2/2)}{\sinh(x_1/2)}
\simeq T\left[\ln\frac{\omega_2}{\omega_1}+\frac{x_2^2-x_1^2}{24}\right].
\]

Here \(x_1=0.04826\) and \(x_2=0.14477\). The logarithmic term is \(0.025693\times\ln3=0.02823\) eV, and the quantum correction is only 0.00002 eV. Thus

\[
\Delta F_{\rm harm}=0.0282\ \text{eV}=0.65\ \text{kcal/mol}.
\]

The vibrational quantum itself rises by only 0.0025 eV. The free energy changes about eleven times as much, because tripling the frequency removes two thirds of the thermally accessible states.

In transition-state theory the rate constant is

\[
k=\frac{T}{2\pi}\,e^{-(F^\ddagger-F_{\rm R})/T},
\]

where \(F^\ddagger\) and \(F_{\rm R}\) are the free energies of the transition state and the reactant. If your mode belongs to the transition state and nothing else changes, \(F^\ddagger\) rises by \(\Delta F\), and the rate is divided by \(e^{\Delta F/T}=3.00\). The same shift in the reactant would multiply the rate by 3.00. If both contain the mode, what counts is the ratio of frequencies: the effects cancel, apart from the small quantum correction, when both frequencies change by the same factor. An equal shift in cm⁻¹ from different starting values does not cancel. With 10 to 30 cm⁻¹ in the transition state and 50 to 70 cm⁻¹ in the reactant, the rate is still divided by about \(3/1.4\approx2.1\). For several independent modes the free energies add, so the factors multiply.

**Q.** My program offers Grimme's free-rotor interpolation. What does it put in place of the harmonic entropy?

**A.** It blends the harmonic entropy with that of a one-dimensional free rotor. A rotor with symmetry number 1 has levels \(bm^2\), where \(m\) is any integer. For \(b\ll T\), many levels contribute and the sum can be replaced by an integral:

\[
Z_{\rm rot}=\sum_{m=-\infty}^{\infty}e^{-bm^2/T}\simeq\int_{-\infty}^{\infty}dm\,e^{-bm^2/T}=\sqrt{\frac{\pi T}{b}} .
\]

Therefore \(F_{\rm rot}=-\tfrac12T\ln(\pi T/b)\), and differentiation gives

\[
S_{\rm rot}=-\frac{\partial F_{\rm rot}}{\partial T}
=\frac12\ln\frac{\pi T}{b}+\frac12 .
\]

The second \(\tfrac12\) comes from differentiating the logarithm.

The method does not take the moment of inertia from the actual moving group. It assigns to each mode the inertia \(I_\omega=1/(2\omega)\). Since \(b=1/(2I)\), this means \(b=\omega\): the first excitation energy of the rotor equals the vibrational quantum.

This inertia would grow without limit as \(\omega\to0\), so it is combined with a fixed inertia \(B_{\rm av}=10^{-44}\) kg m²:

\[
I'=\frac{I_\omega B_{\rm av}}{I_\omega+B_{\rm av}},\qquad
\frac1{I'}=\frac1{I_\omega}+\frac1{B_{\rm av}} .
\]

Half of the second equation is a sum of rotational constants, \(b'=\omega+b_{\rm av}\), with \(b_{\rm av}=1/(2B_{\rm av})\). The rotor entropy used by the method is thus

\[
S_{\rm R}=\frac12+\frac12\ln\frac{\pi T}{\omega+b_{\rm av}} .
\]

The blended entropy is

\[
S_{\rm G}=wS+(1-w)S_{\rm R},\qquad
w=\frac{1}{1+(\omega_0/\omega)^4},
\]

with \(\omega_0\) corresponding to 100 cm⁻¹. I keep the harmonic energy \(U\) and define the free energy as \(F_{\rm G}=U-TS_{\rm G}\). This is a recipe, not the free energy of a single partition function: at low frequency \(U\simeq T\) while a free rotor has \(T/2\), so \(F_{\rm G}\) lies about \(T/2\) above the rotor free energy, and \(-\partial F_{\rm G}/\partial T\simeq S_{\rm G}-\tfrac12\).

**Q.** So mixing in a free rotor is what removes the divergence?

**A.** Not by itself. The mixing does remove the harmonic divergence: \(w\le(\omega/\omega_0)^4\), and \(\omega^4\ln\omega\to0\). But suppose there were no inertia cap, so that \(b_{\rm av}=0\). The remaining rotor entropy would be

\[
S_{\rm R}=\frac12+\frac12\ln(\pi T)-\frac12\ln\omega ,
\]

which still diverges, at half the harmonic rate. The cause is the assigned inertia, which grows as \(1/\omega\). A physical rotor of fixed inertia would have a finite entropy.

The cap makes the limit finite:

\[
S_{\max}=\lim_{\omega\to0}S_{\rm G}=\frac12+\frac12\ln\frac{\pi T}{b_{\rm av}} .
\]

With \(b_{\rm av}=3.471\times10^{-6}\) eV, the argument of the logarithm is about 23,260, and \(S_{\max}=5.53\).

**Q.** A finite limit at zero frequency is not yet a bound. Could the blended entropy exceed it at some other frequency?

**A.** Not for these parameters. First, \(S_{\rm R}\le S_{\max}\), because \(\omega+b_{\rm av}\ge b_{\rm av}\). Second, the harmonic entropy decreases steadily with frequency:

\[
\frac{dS}{dx}=-\frac{x e^x}{(e^x-1)^2}<0 .
\]

It equals \(S_{\max}\) at 2.24 cm⁻¹. At and above that point, both entropies in the blend are no greater than \(S_{\max}\), so neither is their weighted average.

Below 2.24 cm⁻¹, write

\[
S_{\rm G}-S_{\max}=w(S-S_{\rm R})-\frac12\ln\!\left(1+\frac{\omega}{b_{\rm av}}\right).
\]

We need the positive first term to be smaller than the second. Let \(\nu\) be the frequency in cm⁻¹.

For the first term, \(x/(e^x-1)\le1\) and \(e^x-1\ge x\) give \(S\le1+x-\ln x\). Since \(-\ln x\le1/x-1\), it follows that \(S\le x+1/x\le2/x\) for \(x\le1\). With \(x=0.004826\,\nu\), \(w\le10^{-8}\nu^4\) and \(S_{\rm R}>0\) in this range, the first term is below \(4.2\times10^{-6}\nu^3\). Because \(\nu^2\le5.1\), that is less than \(2.2\times10^{-5}\nu\).

For the second, \(b_{\rm av}\) corresponds to 0.0280 cm⁻¹, so \(\omega/b_{\rm av}\) is at most about 80. The logarithm is concave and therefore lies above the straight line joining its endpoints. This makes the second term at least about \(0.97\,\nu\), which is far larger than the first. Hence \(S_{\rm G}\le S_{\max}\). The numerical check also confirms this on a dense scan of frequencies.

The free energy is bounded too. Since \(\tanh y\le y\), we have \(U/T=(x/2)\coth(x/2)\ge1\), and so

\[
F_{\rm G}\ge T(1-S_{\max})=-0.116\ \text{eV}
\]

at this temperature.

**Q.** Does that ceiling protect my rate between 10 and 30 cm⁻¹?

**A.** Hardly. The cap becomes important when \(\omega\) is comparable with \(b_{\rm av}\), near 0.03 cm⁻¹. At 10 cm⁻¹ the blended free energy is \(-0.041\) eV, still 0.076 eV above its floor. What helps you in your range is the halved logarithmic slope.

The blended entropy falls from 2.5867 to 2.0454, so \(\Delta S_{\rm G}=-0.5413\). The harmonic energy changes by \(T(x_2^2-x_1^2)/12=0.00004\) eV. Therefore

\[
\Delta F_{\rm G}=\Delta U-T\Delta S_{\rm G}
=0.00004+0.025693\times0.5413=0.0139\ \text{eV},
\]

or 0.32 kcal/mol. This is close to \(\tfrac12T\ln3=0.0141\) eV. Most of the small difference arises because the harmonic entropy already has a weight of 0.8% at 30 cm⁻¹. The rate factor falls from 3.00 to 1.72, close to \(\sqrt3\).

The interpolation also moves the free energy itself. At 10 cm⁻¹ it raises it by \(T(S-S_{\rm G})=0.025693\times(4.0313-2.5867)=0.037\) eV. That is larger than either 10-to-30 cm⁻¹ change. At 30 cm⁻¹ the rise is \(0.025693\times(2.9335-2.0454)=0.023\) eV, a little less than the harmonic change. If the soft mode has no counterpart in the reactant, merely switching the treatment on alters the rate by an amount comparable with your frequency shift: more at 10 cm⁻¹, somewhat less at 30 cm⁻¹.

**Q.** If the interpolated result is less sensitive, is it also more accurate?

**A.** That does not follow. The model torsion provides a comparison. Give it the periodic potential

\[
V(\phi)=\frac{V_0}{2}(1-\cos\phi).
\]

Near the minimum, \(1-\cos\phi\simeq\phi^2/2\), so \(V\simeq V_0\phi^2/4\). Matching this to \(\tfrac12I\omega^2\phi^2\) gives \(V_0=2I\omega^2=\omega^2/b\). With \(b=10^{-4}\) eV held fixed, the barrier is 0.0154 eV at 10 cm⁻¹ and 0.138 eV at 30 cm⁻¹. Diagonalizing this one-dimensional Hamiltonian gives the last column:

| Mode (cm⁻¹) | Harmonic \(S\) | Blended \(S_{\rm G}\) | Torsion \(S\) |
|---|---:|---:|---:|
| 1 | 6.33 | 3.73 | 3.85 |
| 10 | 4.03 | 2.59 | 3.82 |
| 30 | 2.93 | 2.05 | 3.08 |

At 1 cm⁻¹ the torsion has practically reached its free-rotor entropy, 3.85, while the harmonic value continues to climb. This supports the diagnosis that the divergence comes from unlimited spreading. The blended value is much the better one there, but its closeness is an accident of the example: at 1 cm⁻¹ the assigned constant \(\omega+b_{\rm av}\approx1.27\times10^{-4}\) eV happens to lie near the chosen \(b=10^{-4}\) eV, and the two rotor entropies differ by only \(\tfrac12\ln1.27=0.12\).

At 10 and 30 cm⁻¹, however, the harmonic entropy is closer to that of the torsion. The reason at 10 cm⁻¹ is the assigned inertia: the method uses \(b\simeq\omega=0.00124\) eV, about twelve times the torsion's own constant. A larger rotational constant means more widely spaced levels and less entropy.

**Q.** And what is the torsion's own free-energy change from 10 to 30 cm⁻¹?

**A.** It is 0.0277 eV, measured from the bottom of the well in each case. The corresponding rate factor is 2.93, much closer to the harmonic 3.00 than to the interpolated 1.72.

This agreement does not mean that the torsion is harmonic at 10 cm⁻¹, where its barrier is below \(T\). Its entropy falls by 0.749, which contributes 0.0192 eV. The other 0.0084 eV is a rise in mean energy. Classically the kinetic energy is \(T/2\) in both cases, so the rise is in potential energy. At 10 cm⁻¹ the thermal average of \(V\) cannot exceed its plain average over the circle, \(V_0/2=0.0077\) eV, which is below the \(T/2=0.0128\) eV of a harmonic well. At 30 cm⁻¹ the barrier is more than five times \(T\), the torsion is confined to its well, and that limit no longer holds the potential energy down. The average of \(V\) rises from 0.00655 eV to 0.01494 eV; the second value exceeds \(T/2\) because the cosine well is softer than its parabola. The harmonic energy is almost constant over this range, but the harmonic entropy falls more. In this example the two differences nearly compensate.

Another inertia or potential could give a different result. The example shows that a halved sensitivity need not be the sensitivity of the actual motion.

**Q.** What should I do with my rate constant?

**A.** First establish whether the shift from 10 to 30 cm⁻¹ is physical or numerical. If tighter settings do not fix the frequency, the harmonic rate carries an uncertainty of about a factor of three from that mode alone. Grimme's interpolation reduces the spread to 1.7, but the smaller spread is not an error bar for the model itself.

Use the same treatment for the reactant and the transition state, and report how far the rate moves when the treatment is changed. If one soft torsion controls the answer, compute its potential and its real moment of inertia, then sum its levels. If it couples strongly to other motions, a one-dimensional treatment is not enough either.

Do not assume that the interpolation always lowers the entropy. The harmonic and rotor curves first cross at about 192 cm⁻¹ for this temperature. (They cross again near 1760 cm⁻¹, where the integral formula for \(S_{\rm R}\) is no longer valid but its weight \(1-w\approx10^{-5}\) is negligible.) Just above the crossing the rotor entropy is the larger, and the blend raises the result slightly.

All these numbers concern the thermal treatment of one mode. Errors in the electronic barrier, tunnelling and recrossing of the transition state are separate and must be assessed separately.

## Table of computed values

```
Temperature: 298.15 K
Thermal energy kT: 0.025693 eV
Interpolation crossover: 100 cm^-1
Inertia cap: 1.0e-44 kg m^2
Rotational constant of cap: 3.4707e-06 eV
Wavenumber where rotor inertia equals cap: 0.0280 cm^-1
Torsion rotational constant: 1.0e-04 eV
--- mode at 1 cm^-1 ---
Quantum: 0.000124 eV; x = quantum/kT: 0.004826
Harmonic entropy: 6.3338 k_B
Capped free-rotor entropy: 3.7255 k_B
Harmonic weight w: 1.000e-08
Interpolated entropy: 3.7255 k_B
Periodic-torsion entropy: 3.8468 k_B
Torsion barrier V0: 0.000154 eV
Harmonic rms angle: 18.283 rad
--- mode at 10 cm^-1 ---
Quantum: 0.001240 eV; x = quantum/kT: 0.048257
Harmonic entropy: 4.0313 k_B
Capped free-rotor entropy: 2.5866 k_B
Harmonic weight w: 9.999e-05
Interpolated entropy: 2.5867 k_B
Periodic-torsion entropy: 3.8248 k_B
Torsion barrier V0: 0.015372 eV
Harmonic rms angle: 1.828 rad
--- mode at 30 cm^-1 ---
Quantum: 0.003720 eV; x = quantum/kT: 0.144770
Harmonic entropy: 2.9335 k_B
Capped free-rotor entropy: 2.0382 k_B
Harmonic weight w: 8.035e-03
Interpolated entropy: 2.0454 k_B
Periodic-torsion entropy: 3.0757 k_B
Torsion barrier V0: 0.138349 eV
Harmonic rms angle: 0.609 rad
--- change from 10 to 30 cm^-1 ---
kT ln 3: 0.028226 eV
Leading quantum correction: 0.000020 eV
Harmonic free energy: 0.028246 eV = 0.651 kcal/mol
Half of kT ln 3: 0.014113 eV
Interpolated free energy: 0.013948 eV = 0.322 kcal/mol
Periodic-torsion free energy: 0.027651 eV
Rate factor, harmonic: 3.0023
Rate factor, interpolated: 1.7210
Rate factor, periodic torsion: 2.9336
--- limits ---
Entropy slope per ln(frequency), harmonic: -1.0000 k_B
Same slope, interpolated without cap: -0.5000 k_B
Interpolated entropy ceiling: 5.5272 k_B
Interpolated free-energy floor: -0.116315 eV
Interpolated free energy at 10 cm^-1: -0.040762 eV
Free-rotor entropy limit of torsion: 3.8468 k_B
Harmonic entropy passes ceiling below: 2.240 cm^-1
Harmonic and rotor entropies cross at: 192.4 cm^-1
```
